# Why a Faraday cup's current need not equal the ion current

A scanned ion beam carries an average of 0.250 µA through the 1.0 cm² aperture of a dose monitor. The meter wired to the collector behind the aperture shows 0.750 µA. The implant controller trusts the meter, stops after 21.4 s instead of 64.1 s, and reports a completed dose of $1.00\times10^{14}$ cm⁻². The wafer has received $3.33\times10^{13}$ cm⁻². In this model nothing is wrong with the meter, the timer or the beam. The fault lies in what the current was taken to mean.

## The belief and its appeal

The belief is that the current from a metal collector equals the current of ions striking it. The argument for it is short. Each singly charged ion brings a charge $+e$. Charge is conserved, and a metal collector at steady potential cannot store it, so it must flow away through the meter. Counting charge therefore counts ions.

Every statement before the last is sound. Conservation fixes the meter current as the net charge crossing the collector's surface from the vacuum side, whatever carries it. The last statement needs a further premise, that ions are the sole carriers. An energetic ion striking a metal also knocks electrons out. If they get away, each removes $-e$, which changes the collector's charge in the same sense as the arrival of $+e$. The meter cannot tell the two events apart.

## The charge balance

Draw a closed surface around everything connected to the meter, and count current as positive when it raises the charge inside. Let $\dot N$ particles arrive per second. Those that are ions carry charge $ze$, where $z$ is a signed whole number. Let each particle release $\gamma$ electrons on average, and let a fraction $f$ of these leave through the closed surface.

If all arriving particles are ions and nothing else crosses, the two contributions are

$$I_{\rm ion}=ze\dot N,\qquad I_{\rm esc}=-(-e)\gamma f\dot N=+e\gamma f\dot N .$$

The first minus sign in $I_{\rm esc}$ stands for leaving, the second for the electron's charge. The collector current is the sum, and its ratio to the ion current is

$$R=\frac{I_{\rm ion}+I_{\rm esc}}{I_{\rm ion}}
=\frac{ze\dot N+e\gamma f\dot N}{ze\dot N}
=1+\frac{\gamma f}{z}.$$

The fraction $f$ matters as much as the yield $\gamma$. An electron that leaves the floor of a cup and lands on its side wall gives $+e$ to the floor and $-e$ to the wall. If both are wired to the same meter, the sum is zero. Emission alone does no harm to the reading; loss from the circuit does.

## From a wrong current to a wrong dose

Assume that the aperture, of area $A$, receives the same number of particles per unit area as the wafer. The controller wants a dose $\Phi_{\rm set}$ and equates current with ion current, so it stops at

$$Q_{\rm set}=zeA\Phi_{\rm set}.$$

When the true dose is $\Phi$, the ions have brought $zeA\Phi$, but the meter has integrated $R$ times as much. At the stop,

$$RzeA\Phi=zeA\Phi_{\rm set}
\quad\Longrightarrow\quad
\Phi=\frac{\Phi_{\rm set}}{R}.$$

For positive ions with escaping electrons $R>1$, and the wafer is underdosed. At constant beam current the beam-on time shrinks by the same factor.

The opening numbers follow. A beam of 100 µA is spread over 400 cm², so 1.0 cm² receives $100/400=0.250$ µA. The preset charge for singly charged ions is

$$Q_{\rm set}=(1.602\times10^{-19}\ {\rm C})(10^{14}\ {\rm cm^{-2}})(1.0\ {\rm cm^2})=16.02\ {\rm \mu C},$$

which the ions alone would deliver in $16.02/0.250=64.1$ s. Take $\gamma=2$ and an open plate from which every electron escapes, $f=1$. Then $R=1+2=3$, the reading is 0.750 µA, and the dose is one third of the preset value, an underdose of 67% relative to it.

For doubly charged ions with the same $\gamma$ and $f$, $R=1+2/2=2$ and half the dose is delivered. Each ion brings more charge of its own, so the same electron loss weighs less.

## A deep cup helps, but not enough

Put the collector at the bottom of a tube of radius $a=1.0$ cm, with its floor a distance $h=3.0$ cm below the mouth. Suppose there is no field inside, the walls absorb every electron that hits them, and electrons leave the floor with the cosine law: the probability per unit solid angle is $\cos\theta/\pi$, with $\theta$ measured from the axis. From the floor's centre, an electron escapes if $\theta<\theta_m$, where $\tan\theta_m=a/h$. Since a ring of directions has solid angle $2\pi\sin\theta\,d\theta$,

$$f=\int_0^{\theta_m}\frac{\cos\theta}{\pi}\,2\pi\sin\theta\,d\theta
=\left[\sin^2\theta\right]_0^{\theta_m}
=\sin^2\theta_m=\frac{a^2}{a^2+h^2}.$$

Here $f=1/(1+9)=0.10$, so $R=1+2(0.10)=1.20$. The dose is $8.33\times10^{13}$ cm⁻², still 17% below the preset value. Ions land over the whole beam spot, not just at the centre; numerical integration over a uniform circular spot of area 1.0 cm² gives $f=0.097$, a small change. The field-free assumption matters more. The positive beam forms a potential channel, 2.4 V deep on the axis when the full 100 µA enters (derived below), which is more than the energy of many emitted electrons and guides them towards the mouth. Paths traced in that potential alone, with the spectrum introduced below, give $f\approx0.47$; the charge of the emitted electrons, left out there, acts the other way. The value 0.10 is therefore a geometric estimate only.

One could make the cup deeper, since $f$ falls as $a^2/h^2$ when $h\gg a$. In the field-free estimate, reducing $f$ to 0.004 in this way would take a depth of about 16 cm. An electric barrier can do as much in a shorter assembly.

## What the suppressor does

Place a ring at the mouth, between the cup and an earthed shield, and hold it at a negative potential. The ring has its own supply, whose current does not pass through the dose meter. An electron approaching it climbs a potential-energy hill. Let the cup be at zero potential and let $U$ be the lowest height of this hill anywhere across the mouth. An electron leaving the floor with kinetic energy $E$ has, on reaching the mouth, at most

$$E_{\rm mouth}=E-U .$$

Kinetic energy cannot be negative, so an electron with $E<U$ cannot cross, whatever its direction. Hence

$$f\le P(E>U).$$

This is an upper bound: many electrons with enough energy are aimed at the wall and return anyway.

A number requires an energy spectrum. Use the Chung–Everhart form,

$$p(E)=\frac{6W^2E}{(E+W)^4},$$

with work function $W=4.5$ eV. It was devised for electrons released from metals by electron impact and serves here as a model for ion impact. It peaks at $E=W/3=1.5$ eV. With $s=E+W$, so that $E=s-W$,

$$P(E>U)=6W^2\int_{U+W}^{\infty}\left(\frac1{s^3}-\frac W{s^4}\right)ds
=6W^2\left[\frac1{2(U+W)^2}-\frac W{3(U+W)^3}\right].$$

Putting both terms over $(U+W)^3$ gives

$$P(E>U)=\frac{W^2[3(U+W)-2W]}{(U+W)^3}
=\frac{W^2(3U+W)}{(U+W)^3}.$$

This equals 1 at $U=0$, as it must, and tends to $3W^2/U^2$ for a high barrier.

## The barrier is lower than the bias

A ring at $-200$ V does not put $-200$ V on the axis, because the earthed parts on either side also shape the field. Take a ring of length $L=1.0$ cm between long earthed tubes, all of radius $a$ and with negligible gaps.

First consider a simpler tube, whose wall has potential 0 for $x<0$ and 1 for $x>0$, with $x$ measured along the axis. Call the potential inside $S(r,x)$. Adding its mirror image gives a wall at potential 1 everywhere, whose interior is also at 1. Thus $S(r,x)+S(r,-x)=1$, and $S=1/2$ on the plane $x=0$.

Solutions of Laplace's equation that vanish on the wall and decay for $x>0$ are $J_0(x_nr/a)e^{-x_nx/a}$, where $x_n$ are the zeros of the Bessel function $J_0$. So, for $x>0$,

$$S=1-\sum_n c_nJ_0(x_nr/a)e^{-x_nx/a},
\qquad \sum_n c_nJ_0(x_nr/a)=\frac12 .$$

To isolate $c_n$, multiply the second relation by $tJ_0(x_nt)$, with $t=r/a$, and integrate from 0 to 1. Different zeros give orthogonal functions, and the two integrals needed are $\int_0^1tJ_0^2(x_nt)\,dt=J_1^2(x_n)/2$ and $\int_0^1tJ_0(x_nt)\,dt=J_1(x_n)/x_n$. Therefore

$$c_n\frac{J_1^2(x_n)}2=\frac{J_1(x_n)}{2x_n}
\quad\Longrightarrow\quad c_n=\frac1{x_nJ_1(x_n)}.$$

The ring is the difference of two such steps, $S(r,x+L/2)-S(r,x-L/2)$. At its midplane this is $2S(r,L/2)-1$. On the axis, where $J_0(0)=1$, the barrier as a fraction of the bias is

$$\beta=1-2\sum_n\frac{e^{-x_nL/2a}}{x_nJ_1(x_n)}=0.5765,$$

with the series summed numerically. A finite-volume solution of Laplace's equation shows the barrier rising steadily from axis to wall across this plane, so the axis is the weak point. A bias of 200 V gives a barrier of $0.5765\times200=115.3$ eV there. A longer ring brings $\beta$ closer to 1. An earthed aperture plate close to the ring lowers it: a 1.0 cm² aperture gives $\beta\approx0.565$ when 0.5 cm ahead of the ring and $\beta\approx0.50$ when 0.1 cm ahead, the latter enough to lift the bound found below from 0.86% to about 1.1%.

The positive beam lowers the barrier further. For current $I$ and ion speed $v$, the charge per unit length is $\lambda=I/v$. Treat the beam as a long uniform cylinder of radius $r_b$ inside an earthed tube. Gauss's law gives a radial field $\lambda r/(2\pi\varepsilon_0r_b^2)$ inside the beam and $\lambda/(2\pi\varepsilon_0r)$ outside. Integrating from axis to wall,

$$\Delta\phi=\frac{\lambda}{2\pi\varepsilon_0}
\left[\int_0^{r_b}\frac{r\,dr}{r_b^2}+\int_{r_b}^{a}\frac{dr}r\right]
=\frac I{4\pi\varepsilon_0v}\left[1+2\ln\frac a{r_b}\right].$$

Ions of mass 30 u at 100 keV have $v=8.02\times10^5$ m/s. If the full 100 µA passes through the aperture at once, with $r_b=0.564$ cm, the lowering is 2.4 V (a narrower beam of radius 0.15 cm would give 5.4 V). With 2.4 V the net barrier is 112.9 eV, and

$$f\le\frac{4.5^2(3\times112.9+4.5)}{(112.9+4.5)^3}=0.0043 .$$

With $\gamma=2$, $R\le1.0086$. The reading is at most 0.252 µA and the underdose at most 0.85% of the preset dose. The same cup without bias lost 17% in the field-free estimate, which left out the beam's space charge.

At fixed geometry, yield and beam, the bound on the reading error, relative to the true ion current, is 11.5% at 50 V, 3.2% at 100 V, 0.86% at 200 V and 0.22% at 400 V. The last step shows the expected fall by about four when the barrier doubles. A 1% bound requires about 185 V. The bound ignores direction and is far from tight: paths traced with cosine emission and the same spectrum give errors of about 0.6% at 50 V, 0.13% at 100 V and 0.03% at 200 V. The 185 V is thus what the energy argument alone guarantees, not the bias this model needs.

Electron paths show the mechanism directly. In a numerical integration of the equations of motion, without beam space charge, 400 electrons were started from the cup floor and aimed broadly towards the mouth, each with 95% of the axis barrier energy. With the bias on, none crossed the ring's midplane and all returned to the cup. With the same starts and the bias off, 334 crossed. These were aimed electrons, so 334 out of 400 is not the escape fraction for cosine emission.

## Why not divide by three?

If an open plate reads three times too much, one might divide its current by three. For ions of a fixed charge, that works while $\gamma f$ stays at its calibrated value. But $\gamma$ depends on the state of the surface, which the beam itself alters by cleaning or coating it. Suppose $\gamma$ drifts from 2.0 to 1.5. The true ratio is now 2.5, while the controller still divides by 3. It underestimates the ion current and delivers $3/2.5=1.20$ times the desired dose. The correction has turned an underdose into a 20% overdose.

With the suppressor at 200 V, the same drift acts on a contribution that was at most 0.86% of the ion current. Suppression reduces both the error and its dependence on the surface.

## When the error changes sign

The statement that escaping electrons cause underdosing is tied to positive ions. For negative ions $z<0$, and $R=1-\gamma f/|z|$. In the deep cup without bias, taking the field-free $f=0.10$, singly charged negative ions give $R=1-0.20=0.80$, so the wafer receives 1.25 times the preset dose. On the open plate $R=1-2=-1$: the current has the right size and the wrong sign. A meter that displayed magnitude alone would seem correct by coincidence.

Other carriers matter too. Let a fraction $\nu$ of the particles arrive neutral, still able to enter the wafer and release electrons with the same yield. Let $\varepsilon$ elementary charges per particle be lost from the reading through electrons entering the cup or positive ions leaving it. The charge per particle is then $e[z(1-\nu)+\gamma f-\varepsilon]$. Dividing by $ze$,

$$R=1-\nu+\frac{\gamma f-\varepsilon}{z}.$$

For positive ions, and as long as $R$ stays positive, underdosing requires $\gamma f>z\nu+\varepsilon$. With $z=1$, $\gamma f=0.20$, $\nu=0.20$ and $\varepsilon=0.15$, a deliberately severe case, $R=0.85$ and the dose is 1.18 times the preset value, although electrons are escaping.

Once electrons are suppressed, these opposite errors can matter by comparison. Gas at $10^{-6}$ Torr and 300 K has number density $n=p/k_BT=3.22\times10^{10}$ cm⁻³. With a rough electron-capture cross section $\sigma=10^{-15}$ cm² and a final straight path $\ell=100$ cm, and with no re-ionization,

$$\nu=1-e^{-n\sigma\ell}\approx n\sigma\ell=0.0032 .$$

The charge carried by positive ions released from the struck surface is of similar size. Two sputtered atoms per ion, one in a thousand of them charged, and 1% backscattering, one tenth of it charged, give $0.002+0.001=0.003$. These are rough inputs. Only ions that leave the cup count, since one that lands on the side wall returns its charge to the same circuit. The suppressor does not hold such ions back, because its negative potential attracts them. Both effects lower the reading and push towards overdosing, the neutrals by about 0.3% and the escaping ions by at most about 0.3% with these inputs. That ceiling assumes every such ion leaves; traced paths of ions starting with a few eV show only about 10–30% leaving this cup, or 0.04–0.08%.

## Beside a real implanter

The beam energy, current and dose are round values in the range of medium-current implanters used for doping wafers. A yield of 2 is plausible for a metal struck by ions of this energy, but real yields vary with ion, speed and surface. The electron spectrum, borrowed from electron impact, is also uncertain. An electron moving at the Fermi speed $v_F$ towards a much heavier ion rebounds at $2v+v_F$. For a Fermi energy of 7 eV, subtracting the Fermi energy and work function leaves 17 eV outside the metal. This is far below the 113 eV barrier, which suggests that the model's high-energy tail overstates the leakage; repeated collisions and inner-shell processes are outside that estimate.

The vacuum and the beam current can also differ from the values assumed here. Gas released by a wafer coating can raise the pressure. At $10^{-5}$ Torr, with the same path and cross section, the neutral fraction rises to about 3%, more than the suppressed electron error. The space-charge term grows in proportion to current: 10 mA at the same speed and beam size, with no compensating electrons, would give about 240 V, exceeding the 115 V barrier. Within this model, the 200 V bias keeps the electron error below 1% for this cup and this beam; a more intense beam needs its own calculation.
